# Switching time of a linear-drift memristor at constant bias

## Problem

A memristor is a two-terminal device whose resistance depends on the charge that has passed through it. In the linear-drift model the resistance falls linearly with that charge. One such device starts fully off, at $R_\text{off}=16$ kilohms, and reaches its fully on value, $R_\text{on}=100$ ohms, after a charge $Q=100$ microcoulombs has passed. A constant bias $V=1$ V, of the polarity that lowers the resistance, is applied at $t=0$. How long does the complete transition take?

There is no series resistance and no current limit. The charge $Q$ is the total charge passed through the terminals, not the charge of the ions that move inside the film.

## A tempting solution

The device is off when the bias is applied, so Ohm's law gives the current

$$
I=\frac{V}{R_\text{off}}=\frac{1\ \text{V}}{16\,000\ \Omega}=62.5\ \mu\text{A}.
$$

The transition needs 100 µC, and charge is current times time, so

$$
T=\frac{Q}{I}=\frac{100\ \mu\text{C}}{62.5\ \mu\text{A}}=1.6\ \text{s}.
$$

## Where it fails

Ohm's law is correct at $t=0$, and the required charge is correct. The fault is in $T=Q/I$, which holds only if the current stays constant. Here the bias is constant and the resistance falls, so the current rises, from 62.5 µA to $V/R_\text{on}=10$ mA.

Using the final current instead repeats the fault at the other end and gives $QR_\text{on}/V=0.010$ s. The two values do have a use: since the resistance lies between $R_\text{on}$ and $R_\text{off}$ throughout, the true time must lie between 0.010 s and 1.6 s. To find it, the changing resistance has to be followed.

## Right solution

**Resistance as a function of charge.** The model divides a film of thickness $D$ into a conducting layer of thickness $xD$, rich in mobile ions, and an insulating layer of thickness $(1-x)D$. The layers are in series. A film that is conducting throughout has resistance $R_\text{on}$, and one that is insulating throughout has $R_\text{off}$, so

$$
M=R_\text{on}x+R_\text{off}(1-x).
$$

With current $i$, the voltage across the conducting layer is $R_\text{on}x\,i$. Dividing by its thickness $xD$ gives the field $R_\text{on}i/D$, from which $x$ has cancelled. The model lets the boundary move at the ion drift speed, mobility $\mu$ times this field:

$$
D\frac{dx}{dt}=\mu\frac{R_\text{on}}{D}\,i
\quad\Rightarrow\quad
\frac{dx}{dt}=\frac{\mu R_\text{on}}{D^2}\,\frac{dq}{dt},
$$

where $i=dq/dt$ and $q$ is the charge passed since the start. Both $x$ and $q$ start from zero, so integration gives

$$
x=\frac{q}{Q},\qquad Q=\frac{D^2}{\mu R_\text{on}}.
$$

Inserting $x=q/Q$ in $M$ gives the linear law

$$
M(q)=R_\text{off}-(R_\text{off}-R_\text{on})\frac{q}{Q},\qquad 0\le q\le Q.
$$

**Circuit equation.** At every instant $V=M\,i$, that is,

$$
V\,dt=M(q)\,dq.
$$

Each element of charge takes a time proportional to the resistance at which it passes. Integrate the left side from $0$ to $T$ and the right side from $0$ to $Q$:

$$
VT=R_\text{off}Q-\frac{R_\text{off}-R_\text{on}}{Q}\,\frac{Q^2}{2}
=\frac{Q\,(R_\text{off}+R_\text{on})}{2}.
$$

Therefore

$$
T=\frac{Q\,(R_\text{off}+R_\text{on})}{2V}
=\frac{(1.00\times10^{-4}\ \text{C})(16\,100\ \Omega)}{2\times1\ \text{V}}
=0.805\ \text{s}.
$$

The right side of the integral is the area of a trapezoid under the line $M(q)$. The effective resistance is thus the average over charge, 8050 ohms, and the mean current is $Q/T=124$ µA. Direct numerical integration of the layer equations in time, with $D=10$ nm and $\mu=10^{-10}$ cm²/(V s), also gives 0.805 s and a charge of 100 µC.

## How the transition proceeds

To find the time $t$ at which the resistance has fallen to $R$, write $\Delta=R_\text{off}-R_\text{on}$. The charge passed by then is $q=Q(R_\text{off}-R)/\Delta$. Integrating the circuit equation up to this charge gives

$$
Vt=R_\text{off}\,q-\frac{\Delta}{2Q}q^2
=\frac{Q(R_\text{off}-R)}{2\Delta}\bigl[2R_\text{off}-(R_\text{off}-R)\bigr].
$$

The bracket equals $R_\text{off}+R$, so

$$
t=\frac{Q\,(R_\text{off}^2-R^2)}{2V\Delta},
\qquad
R(t)=\sqrt{R_\text{off}^2-\frac{2\Delta Vt}{Q}}.
$$

Setting $R=R_\text{on}$ recovers $T$. At half the charge, $R=8050$ ohms and $t=0.601$ s. The second half of the charge needs only 0.204 s, because it passes at lower resistance.

Two limits show how the result depends on the resistances. If $R_\text{on}$ approaches $R_\text{off}$, then $T$ approaches $QR_\text{off}/V$, the constant-current answer. If $R_\text{on}$ approaches zero with $Q$ held fixed, $T$ approaches $QR_\text{off}/(2V)=0.8$ s, half the tempting answer. If the film and the mobility are held fixed instead, $Q$ itself depends on $R_\text{on}$, and substitution gives

$$
T=\frac{D^2}{2\mu V}\left(1+\frac{R_\text{off}}{R_\text{on}}\right).
$$

In that comparison a lower $R_\text{on}$ makes switching slower, since it weakens the field that drives the ions.

## Other bias conditions

For a positive bias $v(t)$ that varies in time, the same integration gives

$$
\int_0^T v\,dt=\frac{Q(R_\text{off}+R_\text{on})}{2}=0.805\ \text{V s}.
$$

A ramp $v=st$ with $s=2$ V/s has the integral $sT^2/2=T^2$ in these units, so switching takes $\sqrt{0.805}$ s, or 0.897 s.

A series resistor $R_s$ changes the circuit equation to $V\,dt=(M+R_s)\,dq$ and adds $R_sQ/V$ to the time. For 50 ohms and 1 V this is 5 ms, giving 0.810 s.

The energy supplied at constant bias is $\int Vi\,dt=VQ=100$ µJ.

## A model in which the result does not hold

Some memristor models multiply the drift rate by a window function that slows the boundary near the electrodes. Take the factor $4x(1-x)$. Then

$$
\frac{dx}{dt}=4x(1-x)\frac{i}{Q},\qquad i=\frac{V}{R_\text{on}x+R_\text{off}(1-x)}.
$$

Solving for $dt$ and splitting the fraction gives

$$
dt=\frac{Q}{4V}\left(\frac{R_\text{on}}{1-x}+\frac{R_\text{off}}{x}\right)dx.
$$

Between $x=\varepsilon$ and $x=1-\varepsilon$, the integrals of $1/(1-x)$ and of $1/x$ both equal $\ln[(1-\varepsilon)/\varepsilon]$. The time is

$$
T_\varepsilon=\frac{Q(R_\text{off}+R_\text{on})}{4V}\ln\frac{1-\varepsilon}{\varepsilon}.
$$

This is 1.85 s for $\varepsilon=10^{-2}$ and 3.71 s for $\varepsilon=10^{-4}$, and it grows without limit as $\varepsilon\to0$. A device started at $x=0$ does not move at all. The answer 0.805 s therefore belongs to the model without a window.

## Comparison with a real oxide cell

The nearest real case is a resistive-memory cell in which oxygen vacancies move through a thin oxide film. A thickness of 10 nm is typical in order of magnitude. The mobility of $10^{-10}$ cm²/(V s) was chosen to reproduce the stated charge, and it is far above what is generally expected for oxygen vacancies at room temperature and low field. A final current of 10 mA is also high for a memory cell. Real cells can switch in well under a microsecond at a few volts and still hold their state for a long time, which a constant mobility cannot reproduce.

The assumption that fails first is the sharp boundary. For singly charged ions at 300 K, the Einstein relation gives a diffusivity $\mu k_BT_\text{abs}/e=2.59\times10^{-12}$ cm²/s, where $T_\text{abs}$ is the absolute temperature. The free spreading length during switching, $\sqrt{2\times\text{diffusivity}\times T}$, is then 20 nm, twice the film thickness. Oxygen vacancies are often doubly charged; at the same mobility this halves the diffusivity and gives 14 nm, still more than the film thickness. Drift cannot hold the boundary together: at $x=0.5$ the conducting layer carries 6.2 mV, less than the thermal voltage of 25.9 mV. With this mobility the ions would spread through the film, and no percentage correction to 0.805 s repairs that. The number is a result of the circuit model, not a prediction for a cell.

The other neglected effects are estimated here with the sharp boundary kept, so their sizes are rough:

- **Breakdown.** The field in the insulating layer is $VR_\text{off}/(MD)$. It starts at 1 MV/cm and passes a rough breakdown limit of 3 MV/cm when $M$ is about 5300 ohms, at about 0.72 s. Roughly the last tenth of the switching time lies beyond that limit.
- **Tunnelling.** The insulating layer is thinner than 2 nm, a rough range for appreciable tunnelling, during about the last 4% of the time.
- **Heating.** Let a power $P$ be spread evenly over a disc of radius $a$ on a half-space of thermal conductivity $\kappa$. A point source of power $p$ on the surface raises the temperature at distance $r$ by $p/(2\pi\kappa r)$. Summing over rings gives the steady rise at the centre,

$$
\int_0^a\frac{P}{\pi a^2}\,\frac{2\pi r\,dr}{2\pi\kappa r}=\frac{P}{\pi\kappa a}.
$$

With an assumed $a=5$ µm and a rough $\kappa=1.4$ W/(m K), the rise is 2.8 K at the start. At the final power of 10 mW it is roughly 450 K if the bias stays on, enough to endanger the device. If heating leaves the mobility unchanged, the estimate passes 50 K only 2.6 ms before the end. The steady formula is good to about 3% at that moment (a time-dependent treatment gives 2.4 ms) because the thermal response time, $a^2$ divided by a rough heat diffusivity of $8\times10^{-3}$ cm²/s, is only about 0.03 ms. For this radius, strong heating is therefore confined to the end of the switching and the time after it, which is a reason to limit the current. The rise scales as $1/a$, so this does not carry over to small cells or to conduction through a narrow filament with the same resistances: for $a=1$ µm the initial rise is 14 K, and for $a=0.1$ µm it is about 140 K from the start. The figures that follow are for $a=5$ µm. Weak heating matters much earlier, because ion hopping is thermally activated. A rise $\theta$ above $T_0=300$ K multiplies the mobility by $\exp[(E_a/k_B)(1/T_0-1/(T_0+\theta))]$, where $E_a$ is the hopping barrier. For an illustrative barrier of 0.57 eV, the initial 2.8 K already raises the mobility by about 23%. Including this factor throughout, with the steady rise at the centre applied to the whole disc, shortens the switching time by about 30%, to roughly 0.56 s. The mean rise over the disc, which is 15% lower, gives 0.59 s instead. In this faster switching the last strong heating lasts only about as long as the thermal response time, so the steady formula is inaccurate there, but this hardly changes the total. A higher barrier, with the same mobility at 300 K, would shorten the time further.

- **Nonlinear hopping.** At high field the drift speed $\mu E$ becomes $\mu E_0\sinh(E/E_0)$, with $E_0=2k_BT_\text{abs}/(ea_h)$ and a rough hop length $a_h=0.3$ nm. For singly charged ions in the conducting layer this raises the speed by 5.7% at the very end and shortens the switching time by about 0.002%. For doubly charged ions $E_0$ is halved, and the two figures become 24% and 0.009%. The small change rests on the model's choice of driving field. At any instant the field in the insulating layer is larger by the factor $R_\text{off}/R_\text{on}=160$, and ions that responded to it would move much faster.

The numerical output below contains the main results and most of these estimates. It does not include the effect of heating on the mobility, the time-dependent heating, the other disc radii or the values for doubly charged ions.

## Computed values

```
off resistance: 16000 ohm
on resistance: 100 ohm
switching charge, given: 100.0 uC
bias: 1.0 V
film thickness: 10.0 nm
ion mobility: 1.0e-10 cm2/(V s)
charge from time integration: 100.0000 uC
charge-averaged resistance: 8050 ohm
switching time, formula: 0.805000 s
switching time, integration: 0.805000 s
wrong time using R_off only: 1.600 s
wrong time using R_on only: 0.010 s
initial current: 62.5 uA
final current: 10.0 mA
mean current: 124.2 uA
energy supplied: 100.00 uJ
resistance at half charge: 8050 ohm
time for first half of charge: 0.6012 s
time for second half of charge: 0.2038 s
voltage-time integral at end: 0.8050 V s
ramp rate: 2.0 V/s
switching time with ramp: 0.8972 s
series resistance: 50 ohm
switching time with series R: 0.8100 s
window model, margin 1e-02: 1.850 s
window model, margin 1e-04: 3.707 s
temperature: 300 K
thermal voltage: 25.85 mV
doped-layer voltage, x=0.5: 6.21 mV
ion diffusivity: 2.59e-12 cm2/s
diffusion length in T: 20.4 nm
insulating-layer field, start: 1.00 MV/cm
insulating-layer field, limit x->1: 160 MV/cm
rough breakdown field: 3.0 MV/cm
resistance at breakdown field: 5333 ohm
time at breakdown field: 0.716 s
share of T after it: 11.1 %
rough tunnelling gap: 2.0 nm
resistance at that gap: 3280 ohm
share of T below that gap: 4.2 %
disc radius: 5.0 um
rough heat conductivity: 1.4 W/(m K)
thermal resistance: 4.547e+04 K/W
steady temperature rise, start: 2.8 K
steady temperature rise, end: 455 K
resistance at 50 K rise: 909 ohm
time left after 50 K rise: 2.57 ms
rough heat diffusivity: 8.0e-03 cm2/s
thermal response time: 0.031 ms
rough hop length: 0.3 nm
hopping speed-up at end: 1.057 (ratio)
time change by hopping law: -0.0022 %
```
